# Dislocation energy from the Stroh eigenproblem, including the isotropic limit

A straight dislocation with Burgers vector $b$ in an infinite, homogeneous, linear elastic solid stores, between the radii $r_0$ and $R$ around its line, the strain energy per length

$$E=K_{ij}b_ib_j\ln\frac{R}{r_0},\qquad K=\frac{L}{4\pi},\qquad L=-\frac1\pi\int_0^\pi N_3(\theta)\,d\theta .\tag{1}$$

Here $N_3=RT^{-1}R^T-Q$ is built from the stiffness $C_{ijkl}$ through

$$Q_{ik}=C_{ijkl}n_jn_l,\quad R_{ik}=C_{ijkl}n_jm_l,\quad T_{ik}=C_{ijkl}m_jm_l,$$

with $n=(\cos\theta,\sin\theta,0)$, $m=(-\sin\theta,\cos\theta,0)$ and the line along $x_3$. (The matrix $R$ and the outer radius $R$ never meet in one formula below.) The stiffness is assumed positive definite, and the energy inside $r_0$ is not included.

The same $L$ can be had from six-dimensional eigenvectors. That is the naive scheme. It breaks down in an isotropic solid, and the way it breaks shows what to compute instead.

## The eigenvector scheme

The fields do not depend on $x_3$. Try $u=a\,f(z)$ with $z=x_1+px_2$, and take $Q,R,T$ at $\theta=0$. Then $\sigma_{ij}=C_{ijkl}u_{k,l}$ gives

$$\sigma_{i1}=[(Q+pR)a]_if',\qquad \sigma_{i2}=[(R^T+pT)a]_if',$$

and equilibrium, $\sigma_{i1,1}+\sigma_{i2,2}=0$, becomes

$$D(p)\,a=0,\qquad D(p)=Q+p(R+R^T)+p^2T.\tag{2}$$

For real $p$, $D_{ik}=C_{ijkl}k_jk_l$ with the real vector $k=(1,p,0)$, which is positive definite. So no root is real. The sextic $\det D=0$ has real coefficients, and its roots form three conjugate pairs.

To make the problem linear in $p$, define $h=(R^T+pT)a$. By (2), $ph=-(Q+pR)a$. The vector $\phi=hf$ is then a stress function: $\sigma_{i2}=\phi_{i,1}$ and $\sigma_{i1}=-\phi_{i,2}$. Solving the definition of $h$ for $pa$, and inserting this in $ph=-Qa-R(pa)$, gives

$$pa=-T^{-1}R^Ta+T^{-1}h,\qquad ph=(RT^{-1}R^T-Q)a-RT^{-1}h .$$

This is the eigenproblem

$$N\xi=p\,\xi,\quad \xi=\begin{pmatrix}a\\h\end{pmatrix},\quad N=\begin{pmatrix}N_1&N_2\\N_3&N_1^T\end{pmatrix},\quad N_1=-T^{-1}R^T,\ N_2=T^{-1}.\tag{3}$$

Let $J$ exchange the upper and lower three components. Since $N_2$ and $N_3$ are symmetric, so is $JN$. Hence $(p_\alpha-p_\beta)\,\xi_\alpha^TJ\xi_\beta=0$, and eigenvectors of different roots are $J$-orthogonal. Suppose there are six independent eigenvectors. Within a repeated root they can be chosen $J$-orthogonal as well, and none has $\xi^TJ\xi=0$, because $J$ is invertible. Normalize them by

$$\xi^TJ\xi=2\,a\cdot h=1 .$$

Let $A$ and $B$ hold the $a$ and $h$ of the three roots with $\mathrm{Im}\,p>0$, and let $X$ hold all six vectors. Then $X^TJX=I$, so $X^{-1}=X^TJ$ and $XX^T=J$. In blocks,

$$2\,\mathrm{Re}(AB^T)=I,\qquad \mathrm{Re}(AA^T)=\mathrm{Re}(BB^T)=0.\tag{4}$$

The dislocation field is

$$u=\frac1\pi\mathrm{Im}\big[A\langle\ln z_\alpha\rangle B^T\big]b,\qquad \phi=\frac1\pi\mathrm{Im}\big[B\langle\ln z_\alpha\rangle B^T\big]b,\tag{5}$$

where the angle brackets denote a diagonal matrix. On a counterclockwise circuit each logarithm gains $2\pi i$. By (4), $u$ gains $2\,\mathrm{Re}(AB^T)b=b$, which fixes the sign convention of $b$, and $\phi$ gains $2\,\mathrm{Re}(BB^T)b=0$, so no net force acts on the line.

Because $BB^T$ is imaginary, $L=-2iBB^T$ is real, and it is symmetric. The traction on the half-plane $x_2=0$, $x_1=r>0$ is

$$\sigma_{i2}=\phi_{i,1}=\frac{1}{\pi r}\big[\mathrm{Im}(BB^T)b\big]_i=\frac{(Lb)_i}{2\pi r}.\tag{6}$$

The strain energy of the ring, cut along this half-plane, is half the work of its surface tractions. The two faces of the cut differ in displacement by $b$ and contribute

$$\frac12\int_{r_0}^R\frac{b\cdot Lb}{2\pi r}dr=\frac{b\cdot Lb}{4\pi}\ln\frac R{r_0}.$$

On a circle of radius $r$ the displacement is $c\ln r+w(\theta)$ and the radial traction is $\tau(\theta)/r$. The outer minus the inner circle gives $\tfrac12\,c\cdot\!\int\!\tau\,d\theta\,\ln(R/r_0)$, which vanishes because the net force does. So $K=L/4\pi$. A field with a nonzero jump cannot be strain-free when its gradient falls as $1/r$, so $E>0$ and $L$ is positive definite.

## What goes wrong near isotropy

With Lamé constants $\lambda,\mu$,

$$D(p)=\mu s\,I+(\lambda+\mu)kk^T,\qquad k=(1,p,0),\quad s=k\cdot k=1+p^2,$$

so $\det D=\mu^2(\lambda+2\mu)(1+p^2)^3$ and $p=i$ is a triple root. There $D=(\lambda+\mu)kk^T$ with $k=(1,i,0)$. Its null vectors satisfy $k\cdot a=0$, which leaves two: $e_3$ and $k$ itself. The third eigenvector is missing. For $a=k$ one finds

$$h=(R^T+iT)k=(i\mu,\lambda,0)+(i\mu,-\lambda-2\mu,0)=2i\mu k,$$

so $a\cdot h=2i\mu\,k\cdot k=0$, and the normalization divides by zero.

A tempting repair is to add a small anisotropy $\delta$, so that $D$ gains $\delta G$. Of the three roots near $i$, take those whose vector tends to the direction of $k$; the vector of the remaining root keeps a component along $e_3$. Scale $a$ so that $a\to k$, and set $\eta=k\cdot a$. The equation is

$$\mu s\,a+(\lambda+\mu)\eta k+\delta Ga=0 .$$

Contracted with $\bar k$, where $\bar k\cdot k\to2$, it gives $\eta=-\mu s/(\lambda+\mu)$ to leading order. Contracted with $k$, it gives $(\lambda+2\mu)s\eta=-\delta\,k^TGk$. Together,

$$s^2=\delta\,\frac{(\lambda+\mu)\,k^TGk}{\mu(\lambda+2\mu)} .\tag{7}$$

Unless $k^TGk$ vanishes at $p=i$, $s$ is of order $\sqrt\delta$. Since $s\approx2i(p-i)$, the two roots lie at $p-i=\pm s/2i$, a distance $|s|$ apart.

The norm follows from $2a\cdot h=a^TD'(p)a$, where $D'(p)\approx2\mu p\,I+(\lambda+\mu)(e_2k^T+ke_2^T)$. Write $a=k+c$ with $c$ of order $s$. Then $c\cdot k=\eta-s$ and $a\cdot a\approx s+2(\eta-s)=2\eta-s$, so

$$2a\cdot h\approx2i\mu(2\eta-s)+2i(\lambda+\mu)\eta=-4i\mu s\,\frac{\lambda+2\mu}{\lambda+\mu}.$$

This too is of order $\sqrt\delta$. The normalized vectors therefore grow as $\delta^{-1/4}$, and the terms $hh^T$ in $BB^T$ as $\delta^{-1/2}$, while their sum stays finite.

For numbers, take $\mu=55$ GPa, $\nu=0.3226$ and a cubic solid with $C_{12}=\lambda$, $C_{44}=\mu$, $C_{11}=\lambda+2\mu/(1+\delta)$, with $x_1$ along a $\langle110\rangle$ direction and $x_2$ along the $\{111\}$ normal. To first order the perturbation is $-2\mu\delta$ on the three elements $C_{ssss}$ in crystal axes, so $k^TGk=-2\mu\sum_sk_s^4$. The crystal components of $k$ are $\pm1/\sqrt2+i/\sqrt3$ and $i/\sqrt3$. Their fourth powers sum to $-\tfrac{23}{18}+\tfrac19=-\tfrac76$. With $(\lambda+\mu)/(\lambda+2\mu)=1/[2(1-\nu)]$, (7) gives a splitting $\sqrt{7\delta/[6(1-\nu)]}\approx1.3\sqrt\delta$. Double-precision diagonalization of $N$ gives:

| $\delta$ | root splitting | error of $-2iBB^T$, relative to $\mu$ |
|---|---|---|
| $10^{-4}$ | $1.3\times10^{-2}$ | $1.6\times10^{-11}$ |
| $10^{-6}$ | $1.3\times10^{-3}$ | $2.0\times10^{-9}$ |
| $10^{-8}$ | $1.3\times10^{-4}$ | $2.1\times10^{-7}$ |
| $10^{-10}$ | $1.3\times10^{-5}$ | $4.0\times10^{-5}$ |
| $0$ | $8.3\times10^{-9}$ | $3.0\times10^{2}$ |

The error is the largest deviation of any element from the integral in (1), evaluated with 200 nodes, and in the last row from the closed form (11). It grows roughly as $1/\delta$, faster than the size $\delta^{-1/2}$ of the cancelling terms. The digits of this column are rounding noise and change by factors of up to about five with the scaling of $C$ and the order of operations; only the trend carries meaning. In the last row the splitting itself is a rounding effect, and the result is meaningless. An artificial $\delta$ also shifts $L$ by an amount proportional to $\delta$. If that coefficient is of order one, the best compromise between the two errors loses about half of the available digits.

## Averaging instead of diagonalizing

The individual vectors are singular, but $L$ needs only a combination of them. The remedy is a matrix that has the same eigenvectors and is known without finding them.

Rotate the coordinates to $y_1=n\cdot x$, $y_2=m\cdot x$, but keep vector components in the old basis. With $c=\cos\theta$, $s_\theta=\sin\theta$,

$$z=x_1+px_2=(c+ps_\theta)\,[\,y_1+p(\theta)y_2\,],\qquad p(\theta)=\frac{pc-s_\theta}{c+ps_\theta}.$$

The solution is the same, so $a$ is unchanged. So is $h$, because $\sigma_{ij}m_j=\partial\phi_i/\partial y_1$ and $\sigma_{ij}n_j=-\partial\phi_i/\partial y_2$ with the same $\phi$. The algebra leading to (3) therefore gives $N(\theta)\xi=p(\theta)\xi$ with $\xi$ independent of $\theta$. Moreover

$$p(\theta)=\frac{d}{d\theta}\ln(\cos\theta+p\sin\theta).$$

For $\mathrm{Im}\,p>0$ the argument of the logarithm runs from $1$ to $-1$ through the upper half-plane as $\theta$ goes from $0$ to $\pi$. The logarithm gains $i\pi$, and the mean of $p(\theta)$ is $i$, whatever $p$ was. The mean matrix $\bar N=\frac1\pi\int_0^\pi N\,d\theta$ thus has eigenvalue $i$ on the columns of $(A,B)$ and $-i$ on their conjugates. Using $X^{-1}=X^TJ$,

$$\bar N=X\,\mathrm{diag}(i,-i)\,X^TJ=\begin{pmatrix}S&H\\-L&S^T\end{pmatrix},\qquad \bar N^2=-I,\tag{8}$$

with $S=-2\,\mathrm{Im}(AB^T)$, $H=2iAA^T$ and lower-left block $2iBB^T=-L$. That block is the mean of $N_3$, which is (1).

The integrand contains one inverse, $T^{-1}$, and $T$ is positive definite for every $\theta$. So $\bar N$ is smooth in $C$, through the isotropic point too. To carry the energy formula there, the field must also be written without eigenvectors. From (5) with $\ln z_\alpha=\ln r+\ln(\cos\theta+p_\alpha\sin\theta)$,

$$\frac{\partial u}{\partial r}=\frac{\mathrm{Im}(AB^T)b}{\pi r}=-\frac{Sb}{2\pi r},\qquad \frac{\partial u}{\partial\theta}=\frac1\pi\mathrm{Im}\big[A\langle p_\alpha(\theta)\rangle B^T\big]b .$$

The upper-left block of $N(\theta)\bar N$ is $-2\,\mathrm{Im}[A\langle p(\theta)\rangle B^T]$ by the eigenvectors and $N_1S-N_2L$ by block multiplication. Hence

$$\frac{\partial u}{\partial\theta}=\frac{1}{2\pi}\,(N_2L-N_1S)\,b.\tag{9}$$

Over a full turn $u$ gains $(HL-S^2)b$, which is $b$ by $\bar N^2=-I$. Equilibrium, jump and energy hold for every nondegenerate $C$, and every quantity in them is continuous in $C$. They therefore hold in the isotropic limit.

## How many nodes

Replace the integral by the mean over $\theta_j=\pi j/n$, $j=0,\dots,n-1$. With $\kappa=(1+ip)/(1-ip)$,

$$\cos\theta+p\sin\theta=\tfrac12(1-ip)\,e^{i\theta}\,(1+\kappa e^{-2i\theta}),$$

and $|\kappa|<1$ for $\mathrm{Im}\,p>0$. Differentiating the logarithm and expanding in powers of $\kappa$,

$$p(\theta)=i+2i\sum_{q\ge1}(-\kappa)^qe^{-2iq\theta}.$$

The node mean keeps those $q$ that are multiples of $n$. It replaces the eigenvalue $i$ by

$$i\,\frac{1+g}{1-g},\qquad g=(-\kappa)^n,\tag{10}$$

so convergence is geometric. The scheme becomes expensive when $|\kappa|\to1$, that is, when a root nears the real axis or becomes very large. Then $\det D$ is much smaller for at least one real direction of $k$ in the plane normal to the line than for others.

In the isotropic solid $\kappa=0$, and the integral can be done by hand. There $Q=\mu I+(\lambda+\mu)nn^T$, $T=\mu I+(\lambda+\mu)mm^T$ and $R=\lambda nm^T+\mu mn^T$. Since $T^{-1}$ is $1/(\lambda+2\mu)$ along $m$ and $1/\mu$ along $n$,

$$RT^{-1}R^T=\frac{\lambda^2}{\lambda+2\mu}nn^T+\mu\,mm^T,\qquad N_3=-\frac{4\mu(\lambda+\mu)}{\lambda+2\mu}nn^T-\mu\,e_3e_3^T .$$

The mean of $nn^T$ is $\tfrac12(e_1e_1^T+e_2e_2^T)$, so

$$L=\mathrm{diag}\Big(\frac{\mu}{1-\nu},\frac{\mu}{1-\nu},\mu\Big).\tag{11}$$

The two nodes $\theta=0,\pi/2$ already give this mean exactly. The case that destroys the eigenvector scheme is the cheapest one for the integral.

An equally robust variant keeps one diagonalization but asks for less. An ordered Schur decomposition of $N$ yields a basis $(A',B')=(AM,BM)$ of the subspace with $\mathrm{Im}\,p>0$, where $M$ is some invertible matrix. $M$ drops out of $A'B'^{-1}=AB^{-1}$, and

$$AB^{-1}=AB^T(BB^T)^{-1}=\tfrac12(I-iS)\Big(\tfrac i2L\Big)^{-1}=-iL^{-1}-SL^{-1},$$

so $L^{-1}=-\mathrm{Im}(A'B'^{-1})$. The subspace stays well defined because its roots near $i$ are far from those near $-i$. For the values of $\delta$ in the table this route errs by at most $2\times10^{-15}$ relative to $\mu$.

## Perfect dislocations with copper-like constants

Take the rough room-temperature values $C_{11},C_{12},C_{44}=170,120,75$ GPa and $a=0.36$ nm, typical of copper, with $b=\frac a2\langle110\rangle$ on $\{111\}$. Then $b=0.2546$ nm. Choose $r_0=b$ and $R=1000$ nm, so $\ln(R/r_0)=8.276$. Axis $x_2$ is the plane normal.

For the edge line the roots are $0.408i$ and $\pm0.540+1.470i$. The largest $|\kappa|$ belongs to the first, $(1-0.408)/(1+0.408)=0.420$, and $0.420^n<10^{-12}$ needs $n=32$. The integral gives $L_{11}=74.99$, $L_{22}=76.06$, $L_{33}=45.19$ and $L_{23}=-8.30$ GPa, the other elements being zero. The sign of $L_{23}$ belongs to the axes $x_1\parallel[\bar110]$, $x_2\parallel[111]$, $x_3\parallel[11\bar2]$; it reverses if $x_1$ and $x_3$ are both reversed. With $b$ along $x_1$ and 1 GPa nm² = 6.2415 eV/nm, the prefactor is

$$\frac{74.99\times0.0648}{4\pi}\times6.2415=2.41\ \text{eV/nm}.$$

For the screw, the plane normal to the $\langle110\rangle$ line is a mirror plane, so the displacement along the line decouples. The scalar form of (2) gives $h=i\sqrt\Delta\,a$ with $\Delta=Q_{33}T_{33}-R_{33}^2$. Then $2ah=1$ yields $h^2=i\sqrt\Delta/2$ and $L_{33}=\sqrt\Delta$. Here $\Delta$ is the determinant of the symmetric $2\times2$ matrix $C_{3j3l}$ with $j,l=1,2$, so it is the same for any pair of perpendicular axes in that plane. Along the cube axis and the face diagonal the matrix is diagonal, with the shear moduli $C_{44}$ and $C'=(C_{11}-C_{12})/2=25$ GPa, hence $L_{33}=\sqrt{75\times25}=43.3$ GPa.

The table compares the prefactors $b\cdot Lb/4\pi$ with those of the isotropic solid having the Voigt averages $\mu=(C_{11}-C_{12}+3C_{44})/5=55$ GPa and $\nu=0.3226$. The radii are the same throughout.

| angle of line to $b$ | prefactor (eV/nm) | Voigt (eV/nm) | $E$ (eV/nm) |
|---|---|---|---|
| 90° (edge) | 2.41 | 2.61 | 20.0 |
| 60° | 2.19 | 2.40 | 18.1 |
| 30° | 1.69 | 1.98 | 14.0 |
| 0° (screw) | 1.39 | 1.77 | 11.5 |

The isotropic substitute is 8 % too high for the edge and 27 % for the screw. The screw samples the soft modulus $C'$ through $\sqrt{C_{44}C'}$, while the Voigt average puts 55 GPa in its place.

In real copper the dislocation is not a single compact line: it splits into two Shockley partials $b_1,b_2$ joined by a stacking fault. By (6) they repel with the glide force $b_1\cdot Lb_2/(2\pi d)$, which balances a fault energy $\gamma$ at $d=b_1\cdot Lb_2/(2\pi\gamma)$. For the edge, $b_1\cdot Lb_2=b^2(L_{11}/4-L_{33}/12)=0.971$ GPa nm². With the rough value $\gamma=0.045$ J/m² this gives $d=3.4$ nm. Separating the partials from $r_0$ to $d$ changes the energy by $-2k_{12}\ln(d/r_0)+\gamma(d-r_0)=-1.6$ eV/nm, where $k_{12}=b_1\cdot Lb_2/4\pi$; that is 8 % of $E$. For the screw $d=1.0$ nm and the change is $-0.2$ eV/nm, but a spacing of four Burgers vectors strains the continuum picture.

Other omissions matter too. Halving $r_0$ adds 1.7 eV/nm for the edge and 1.0 eV/nm for the screw, so $E$ means little without its core radius. The outer radius matters more: a tenfold smaller $R$ lowers $E$ by 28 % for every line character. The largest principal strain of the edge field is 0.16 at $r_0$ and falls to 1 % at 4 nm. Strains of this size call for nonlinear elasticity near the core. Energy terms cubic in the strain nevertheless cancel to first order: the linear field changes sign under $x\to-x$, so their integral over the ring vanishes. What remains is of higher order in the strain and is not estimated here. Raising both shear constants by 8 % at fixed bulk modulus, as a rough allowance for cooling, raises $E$ by 6 % (edge) and 8 % (screw). Raising $C_{12}$ alone by 5 % lowers it by 3 % and 6 %. The prefactor of the linear model is computed to many digits, but for the metal, at fixed $R$, each of the other changes tried here shifts these energies by up to about 8 %, and neither the nonlinear part nor the energy inside $r_0$ is included.
